# Two coupled transitions in TDDFT: mixing, avoided crossing and dark peak: a program that tests the result

```python
"""Double-pole approximation of linear-response TDDFT, Rydberg units.

Two Kohn-Sham transitions with energies w1, w2, dipole elements x1, x2 and
kernel elements K11, K22, K12 (adiabatic kernel, closed shell, singlets).
  A = w1^2 + 4 w1 K11,  B = w2^2 + 4 w2 K22,  C = 4 sqrt(w1 w2) K12
  s_q = sqrt(2 w_q) x_q (bare oscillator strength s_q^2), F = s1^2 + s2^2
Result under test:
  Omega^2 = (A+B)/2 -+ sqrt(((B-A)/2)^2 + C^2),  2 theta = atan2(2C, B-A)
  f_lower = F sin^2(phi-theta), f_upper = F cos^2(phi-theta),
  phi = atan2(s1, s2); the lower peak is dark when theta = phi (mod pi).
References: forward/backward response equations diagonalized numerically,
and the Dyson equation solved on a position grid.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]


def matrix_elements(w, K):
    A = w[0]**2 + 4*w[0]*K[0, 0]
    B = w[1]**2 + 4*w[1]*K[1, 1]
    C = 4*np.sqrt(w[0]*w[1])*K[0, 1]
    return A, B, C


def double_pole(w, K, x):
    """Closed formulas: frequencies, strengths, theta, phi."""
    A, B, C = matrix_elements(w, K)
    root = np.hypot((B - A)/2, C)
    freq = np.sqrt(np.array([(A + B)/2 - root, (A + B)/2 + root]))
    theta = 0.5*np.arctan2(2*C, B - A)
    s = np.sqrt(2*w)*x
    phi = np.arctan2(s[0], s[1])
    F = s @ s
    return freq, F*np.array([np.sin(phi-theta)**2, np.cos(phi-theta)**2]), theta, phi


def reference(w, K, x):
    """Forward (X) and backward (Y) amplitudes from the 4x4 response matrix."""
    a, b = np.diag(w) + 2*K, 2*K
    val, vec = np.linalg.eig(np.block([[a, b], [-b, -a]]))
    assert np.max(np.abs(np.imag(val))) < 1e-10
    val, vec = np.real(val), np.real(vec)
    order = [i for i in np.argsort(val) if val[i] > 0]
    strengths = []
    for i in order:
        X, Y = vec[:2, i], vec[2:, i]
        moment = np.sqrt(2)*(x @ (X + Y))/np.sqrt(X @ X - Y @ Y)
        strengths.append(val[i]*moment**2)
    return val[order], np.array(strengths)


def kernel(K11, K12, K22=0.03):
    return np.array([[K11, K12], [K12, K22]])


def minimum(function, low, high):
    return minimize_scalar(function, bounds=(low, high), method="bounded",
                           options={"xatol": 1e-11}).x


# Model parameters
w = np.array([1.00, 1.10])
x = np.array([0.2, 0.5])
K11, K12 = 0.04, 0.01
K = kernel(K11, K12)
A, B, C = matrix_elements(w, K)
s = np.sqrt(2*w)*x

# Closed formulas against the response equations, including other signs
for k11 in (0.04, 0.08, 0.12):
    for k12 in (-0.05, -0.01, 0.01, 0.05):
        for dip in (x, x[::-1], np.array([-0.2, 0.5])):
            fr, st, _, _ = double_pole(w, kernel(k11, k12), dip)
            fr_ref, st_ref = reference(w, kernel(k11, k12), dip)
            assert np.allclose(fr, fr_ref, atol=1e-10)
            assert np.allclose(st, st_ref, atol=1e-10)

# Weak coupling: intensity changes in first order, position in second order
e = 1e-4
plus, zero, minus = [reference(w, kernel(K11, k), x) for k in (e, 0.0, -e)]
c_unit = 4*np.sqrt(w[0]*w[1])
slope_f = (plus[1][0] - minus[1][0])/(2*e)
slope_pos = (plus[0][0]**2 - minus[0][0]**2)/(2*e)
curve_pos = (plus[0][0]**2 + minus[0][0]**2 - 2*zero[0][0]**2)/(2*e**2)
assert abs(slope_f/(-2*s[0]*s[1]*c_unit/(B - A)) - 1) < 1e-4
assert abs(slope_pos) < 1e-8
assert abs(curve_pos/(-c_unit**2/(B - A)) - 1) < 1e-4

# Dark point reached by tuning K12
K12_dark = x[0]*x[1]*(B - A)/(4*(w[1]*x[1]**2 - w[0]*x[0]**2))
found = minimum(lambda k: reference(w, kernel(K11, k), x)[1][0], 0.005, 0.04)
assert abs(found - K12_dark) < 1e-7
fr_dark, st_dark = reference(w, kernel(K11, K12_dark), x)
C_dark = matrix_elements(w, kernel(K11, K12_dark))[2]
assert st_dark[0] < 1e-12 and abs(st_dark[1] - s @ s) < 1e-10
assert abs(fr_dark[1]**2 - (B + C_dark*s[0]/s[1])) < 1e-10
assert abs(fr_dark[0]**2 - (A - C_dark*s[0]/s[1])) < 1e-10

# Sweep of K11: dark point, equal mixing and minimum frequency gap
def K11_from_A(a):
    return (a/w[0] - w[0])/4


K11_dark = K11_from_A(B - C*(s[1]/s[0] - s[0]/s[1]))
K11_equal = K11_from_A(B)
K11_gap = K11_from_A(B + C**2/B)
min_gap = abs(C)/np.sqrt(B)
found = minimum(lambda k: reference(w, kernel(k, K12), x)[1][0], 0.03, 0.08)
assert abs(found - K11_dark) < 1e-7
found = minimum(lambda k: np.ptp(reference(w, kernel(k, K12), x)[0]), 0.05, 0.12)
assert abs(found - K11_gap) < 2e-6
assert abs(found - K11_equal) > 1e-4
assert abs(np.ptp(reference(w, kernel(found, K12), x)[0]) - min_gap) < 1e-10
fr_eq, st_eq = reference(w, kernel(K11_equal, K12), x)
assert abs(fr_eq[1]**2 - fr_eq[0]**2 - 2*abs(C)) < 1e-10
assert np.allclose(st_eq, [(s[0]-s[1])**2/2, (s[0]+s[1])**2/2], atol=1e-10)

# First bare transition stronger: lower peak never dark while A < B,
# the upper one goes dark for negative K12; lower dark only beyond crossing
xr = x[::-1]
sr = np.sqrt(2*w)*xr
scan = [reference(w, kernel(K11, k), xr)[1][0] for k in np.linspace(-0.25, 0.25, 201)]
assert min(scan) > (sr[0] - sr[1])**2/2 > 0.01
K12_up = xr[0]*xr[1]*(B - A)/(4*(w[1]*xr[1]**2 - w[0]*xr[0]**2))
assert K12_up < 0 and reference(w, kernel(K11, K12_up), xr)[1][1] < 1e-12
K11_late = K11_from_A(B - C*(sr[1]/sr[0] - sr[0]/sr[1]))
assert K11_late > K11_equal
assert reference(w, kernel(K11_late, K12), xr)[1][0] < 1e-12
# Equal bare strengths: dark exactly at equal mixing
x_same = 0.3/np.sqrt(w)
assert reference(w, kernel(K11_equal, K12), x_same)[1][0] < 1e-12

# Position-space model: two electrons in a tilted double well (given
# Kohn-Sham potential), exact-exchange kernel = half the soft Hartree kernel
grid = np.linspace(-6, 6, 101)
h = grid[1] - grid[0]
potential = 0.02*grid**4 - 0.2*grid**2 + 0.1*grid
off = -np.ones(len(grid) - 1)/h**2
H = np.diag(2/h**2 + potential) + np.diag(off, 1) + np.diag(off, -1)
energy, orb = np.linalg.eigh(H)
orb = orb/np.sqrt(h)
w_all = energy[1:] - energy[0]
products = orb[:, 1:]*orb[:, [0]]
x_all = h*(grid @ products)
f_kernel = 1/np.sqrt((grid[:, None] - grid[None, :])**2 + 1)
K_all = h*h*products.T @ f_kernel @ products
f_sum = np.sum(2*w_all*x_all**2)
assert abs(f_sum - 2) < 0.03   # finite-difference error of order h^2

wg, xg, Kg, pair = w_all[:2], x_all[:2], K_all[:2, :2], products[:, :2]


def bare_response(z):
    return (pair*(4*wg/(z - wg**2))) @ pair.T


def dielectric(z):
    return np.eye(len(grid)) - h*h*bare_response(z) @ f_kernel


def pole_polynomial(z):
    return (z - wg[0]**2)*(z - wg[1]**2)*np.linalg.det(dielectric(z))


def dipole_response(z):
    return -h*h*grid @ np.linalg.solve(dielectric(z), bare_response(z)) @ grid


points = np.array([-1.0, -2.0, -3.0])
coeff = np.polyfit(points, [pole_polynomial(z) for z in points], 2)
assert abs(np.polyval(coeff, -4.0)/pole_polynomial(-4.0) - 1) < 1e-8
poles = np.sort(np.real(np.roots(coeff)))
fr_g, st_g, theta_g, _ = double_pole(wg, Kg, xg)
assert np.allclose(poles, fr_g**2, atol=1e-7)
d = 1e-4
for pole, strength in zip(poles, st_g):
    residue = (-d*dipole_response(pole + d) + d*dipole_response(pole - d))/4
    assert abs(residue - strength) < 1e-5

full = np.linalg.eigvals(np.diag(w_all) @ (np.diag(w_all) + 4*K_all))
full = np.sqrt(np.sort(np.real(full)))
single = np.sqrt(wg**2 + 4*wg*np.diag(Kg))
assert full[0] <= fr_g[0] + 1e-9 and fr_g[0] <= single[0] + 1e-9

# Printed numbers
fr, st, theta, phi = double_pole(w, K, x)
print("MODEL: two coupled transitions")
print(f"w1, w2 = {w[0]:.2f}, {w[1]:.2f} Ry")
print(f"K11, K22, K12 = {K11:.2f}, {K[1,1]:.2f}, {K12:.2f} Ry")
print(f"x1, x2 = {x[0]:.1f}, {x[1]:.1f} bohr")
print(f"A, B, C = {A:.5f}, {B:.5f}, {C:.5f} Ry^2")
print(f"s1, s2 = {s[0]:.5f}, {s[1]:.5f} (dimensionless)")
print(f"bare strengths f1, f2 = {s[0]**2:.4f}, {s[1]**2:.4f}; sum F = {s@s:.4f}")
print(f"single-pole energies = {np.sqrt(A):.5f}, {np.sqrt(B):.5f} Ry")
print(f"half splitting R = {np.hypot((B-A)/2, C):.5f} Ry^2")
print(f"theta, phi = {np.degrees(theta):.3f}, {np.degrees(phi):.3f} deg")
print(f"double-pole energies = {fr[0]:.5f}, {fr[1]:.5f} Ry")
print(f"  the same = {fr[0]*RY_EV:.3f}, {fr[1]*RY_EV:.3f} eV")
print(f"strengths lower, upper = {st[0]:.5f}, {st[1]:.5f}")
print(f"lower peak: energy change {100*(fr[0]/np.sqrt(A)-1):.2f} %, "
      f"strength change {100*(st[0]/s[0]**2-1):.1f} %")
print("DARK POINT BY TUNING K12 (K11 = 0.04 Ry)")
print(f"K12 dark = {K12_dark:.6f} Ry, C dark = {C_dark:.5f} Ry^2")
print(f"energies = {fr_dark[0]:.5f}, {fr_dark[1]:.5f} Ry")
print(f"  the same = {fr_dark[0]*RY_EV:.3f}, {fr_dark[1]*RY_EV:.3f} eV")
print(f"strengths lower, upper = {abs(st_dark[0]):.6f}, {st_dark[1]:.5f}")
print("SWEEP OF K11 (K12 = 0.01 Ry)")
print("K11/Ry  A/Ry^2  lower/Ry upper/Ry gap/Ry  theta/deg f_low f_up")
for name, k in (("start", K11), ("dark", K11_dark), ("equal mixing", K11_equal),
                ("minimum gap", K11_gap), ("beyond", 0.12)):
    q, g, t, _ = double_pole(w, kernel(k, K12), x)
    a = matrix_elements(w, kernel(k, K12))[0]
    print(f"{k:.6f} {a:.6f} {q[0]:.5f} {q[1]:.5f} {q[1]-q[0]:.7f} "
          f"{np.degrees(t):.3f} {g[0]:.5f} {g[1]:.5f} {name}")
print(f"minimum gap |C|/sqrt(B) = {min_gap:.7f} Ry = {min_gap*RY_EV:.4f} eV")
print("REVERSED DIPOLES x1, x2 = 0.5, 0.2 bohr")
print(f"K11 for dark lower peak = {K11_late:.6f} Ry (K12 = 0.01 Ry)")
print(f"K12 for dark upper peak = {K12_up:.6f} Ry (K11 = 0.04 Ry)")
print("GRID MODEL: two electrons, tilted double well")
print(f"bare energies 1, 2, 3 = {w_all[0]:.4f}, {w_all[1]:.4f}, {w_all[2]:.4f} Ry")
print(f"K11, K22, K12 = {Kg[0,0]:.4f}, {Kg[1,1]:.4f}, {Kg[0,1]:.4f} Ry")
print(f"oscillator sum, all transitions = {f_sum:.4f} (exact 2)")
print(f"mixing angle magnitude = {abs(np.degrees(theta_g)):.3f} deg")
print(f"lower: single-pole {single[0]:.5f}, double-pole {fr_g[0]:.5f}, "
      f"all {full[0]:.5f} Ry")
print(f"upper: single-pole {single[1]:.5f}, double-pole {fr_g[1]:.5f}, "
      f"all {full[1]:.5f} Ry")
print(f"double-pole strengths = {st_g[0]:.4f}, {st_g[1]:.4f}")
print("all tests passed")
```

Output:

```
MODEL: two coupled transitions
w1, w2 = 1.00, 1.10 Ry
K11, K22, K12 = 0.04, 0.03, 0.01 Ry
x1, x2 = 0.2, 0.5 bohr
A, B, C = 1.16000, 1.34200, 0.04195 Ry^2
s1, s2 = 0.28284, 0.74162 (dimensionless)
bare strengths f1, f2 = 0.0800, 0.5500; sum F = 0.6300
single-pole energies = 1.07703, 1.15845 Ry
half splitting R = 0.10020 Ry^2
theta, phi = 12.375, 20.876 deg
double-pole energies = 1.07275, 1.16241 Ry
  the same = 14.596, 15.815 eV
strengths lower, upper = 0.01377, 0.61623
lower peak: energy change -0.40 %, strength change -82.8 %
DARK POINT BY TUNING K12 (K11 = 0.04 Ry)
K12 dark = 0.019362 Ry, C dark = 0.08123 Ry^2
energies = 1.06255, 1.17174 Ry
  the same = 14.457, 15.942 eV
strengths lower, upper = 0.000000, 0.63000
SWEEP OF K11 (K12 = 0.01 Ry)
K11/Ry  A/Ry^2  lower/Ry upper/Ry gap/Ry  theta/deg f_low f_up
0.040000 1.160000 1.07275 1.16241 0.0896621 12.375 0.01377 0.61623 start
0.062000 1.248000 1.10995 1.16533 0.0553776 20.876 0.00000 0.63000 dark
0.085500 1.342000 1.14020 1.17642 0.0362187 45.000 0.10524 0.52476 equal mixing
0.085828 1.343311 1.14048 1.17670 0.0362143 45.448 0.10894 0.52106 minimum gap
0.120000 1.480000 1.15336 1.22137 0.0680098 74.350 0.40682 0.22318 beyond
minimum gap |C|/sqrt(B) = 0.0362143 Ry = 0.4927 eV
REVERSED DIPOLES x1, x2 = 0.5, 0.2 bohr
K11 for dark lower peak = 0.106100 Ry (K12 = 0.01 Ry)
K12 for dark upper peak = -0.022087 Ry (K11 = 0.04 Ry)
GRID MODEL: two electrons, tilted double well
bare energies 1, 2, 3 = 0.4362, 1.1864, 2.0837 Ry
K11, K22, K12 = 0.1135, 0.0922, -0.0480 Ry
oscillator sum, all transitions = 1.9972 (exact 2)
mixing angle magnitude = 5.365 deg
lower: single-pole 0.62308, double-pole 0.61258, all 0.61057 Ry
upper: single-pole 1.35839, double-pole 1.36315, all 1.35774 Ry
double-pole strengths = 1.2373, 0.5413
all tests passed
```
